\section*{Conductivity with a Grain-Boundary Relaxation Rate Proportional to Normal Speed}

\section{From boundary reflection to line resistivity}

A resistance calculation for a fine-grained copper line must turn a grain size and a boundary reflection probability into a conductivity. The decision is whether one averaged scattering time suffices, or whether electrons moving in different directions need different times. Electrons travelling along the boundary normal meet more boundaries per second and also carry more of the current, so the two averages are linked. When the boundary rate is proportional to the normal speed, the directional average has a closed form, which shows what the simpler choice costs.

\subsection{The boundary collision rate}

Consider a degenerate free-electron metal with a spherical Fermi surface, Fermi speed $v$ and isotropic bulk scattering with time $\tau$. The bulk mean free path is $l=v\tau$. Flat boundaries lie perpendicular to the $x$ axis with mean spacing $D$, and the current flows along $x$. Let $u=v_x/v$, so that $-1\le u\le1$.

An electron advances along the normal at speed $v|u|$ and therefore meets $v|u|/D$ boundaries per unit time. At each encounter it is reflected with a probability $R$ that does not depend on angle; otherwise it passes undeflected. Reflection is specular: $u$ becomes $-u$ and the transverse momentum is kept. Successive encounters are first taken as independent, an assumption examined below.

Write the distribution as $f=f_0+(-\partial f_0/\partial E)\,g(u)$, where $f_0$ is the Fermi function. Reflection removes electrons from direction $u$ at the rate $Rv|u|/D$ and brings electrons from $-u$ at the same rate, because both directions have the same normal speed. Hence
\begin{equation}
 C_{\rm b}[g]=-\frac{Rv|u|}{D}\,[g(u)-g(-u)].
 \label{eq:boundary}
\end{equation}
Isotropic bulk scattering contributes $-(g-\langle g\rangle)/\tau$, where $\langle\cdots\rangle=\frac12\int_{-1}^{1}\cdots du$ is the average over directions.

For electron charge $-e$ and a field $\mathcal E$ along $x$, the driving term of the steady Boltzmann equation is $-e\mathcal E\,vu\,\partial f_0/\partial E$ to first order in the field. Dividing by $-\partial f_0/\partial E$ gives
\begin{equation}
 e\mathcal E vu=-\frac{g-\langle g\rangle}{\tau}
 -\frac{Rv|u|}{D}[g(u)-g(-u)].
 \label{eq:boltzmann}
\end{equation}
Both collision terms keep even and odd functions of $u$ separate. The even part of $g$ has no driving term, so it equals its own average; it is a constant, which conservation of electron number sets to zero. The odd part obeys $\langle g\rangle=0$ and $g(-u)=-g(u)$. The bracket in (\ref{eq:boltzmann}) is then $2g(u)$, and
\begin{equation}
 e\mathcal E vu=-\frac{g}{\tau}\,(1+b|u|),\qquad
 b=\frac{2Rv\tau}{D}=\frac{2Rl}{D}.
 \label{eq:b}
\end{equation}
The factor 2 arises because a reflection reverses the normal velocity instead of merely setting its average to zero. The number $b$ is the boundary relaxation rate at normal incidence divided by the bulk rate.

\subsection{Current and integral}

Solving (\ref{eq:b}) for $g$ gives
\begin{equation}
 g(u)=-\frac{e\mathcal E v\tau\,u}{1+b|u|}.
 \label{eq:g}
\end{equation}
Let $N$ be the density of states per unit volume at the Fermi energy, both spins included. The current density is
\begin{equation}
 j=-eNv\langle ug\rangle
 =e^2Nv^2\tau\mathcal E\int_0^1\frac{u^2}{1+bu}\,du.
 \label{eq:current}
\end{equation}
The minus sign of the charge cancels that in (\ref{eq:g}), and the even integrand turns the directional average into an integral from 0 to 1. At $b=0$ the integral is $1/3$, so $\sigma_0=e^2Nv^2\tau/3$. The relative conductivity is therefore
\begin{equation}
 F(b)\equiv\frac{\sigma}{\sigma_0}
 =3\int_0^1\frac{u^2}{1+bu}\,du.
 \label{eq:integral}
\end{equation}

To integrate, use $u^2=(u^2-1/b^2)+1/b^2$ and factor the bracket as $(bu-1)(bu+1)/b^2$. Division by $1+bu$ leaves
\begin{equation}
 \frac{u^2}{1+bu}=\frac{u}{b}-\frac1{b^2}
 +\frac1{b^2(1+bu)}.
 \label{eq:division}
\end{equation}
The three terms integrate to $1/(2b)$, $-1/b^2$ and $\ln(1+b)/b^3$. Thus
\begin{equation}
 \boxed{F(b)=3\left[\frac1{2b}-\frac1{b^2}
 +\frac{\ln(1+b)}{b^3}\right]},\qquad F(0)=1.
 \label{eq:result}
\end{equation}

\subsection{Weak and strong boundary scattering}

For $0\le b<1$, expand $1/(1+bu)$ in (\ref{eq:integral}) as a geometric series. Since $3\int_0^1u^{n+2}du=3/(n+3)$,
\begin{equation}
 F(b)=\sum_{n=0}^{\infty}\frac{3(-b)^n}{n+3}
 =1-\frac{3b}{4}+\frac{3b^2}{5}-\frac{b^3}{2}+\cdots .
 \label{eq:small}
\end{equation}
The terms alternate and decrease, so the truncation error is smaller than the first omitted term. This series is the better numerical choice at small $b$, where the large terms of (\ref{eq:result}) nearly cancel. If $1+b$ is rounded with relative error $\epsilon$, the logarithm acquires an error of order $\epsilon$, and $F$ one of order $\epsilon/b^3$.

For $b\gg1$, the leading terms of (\ref{eq:result}) are
\begin{equation}
 F(b)=\frac{3}{2b}-\frac{3}{b^2}
 +O\!\left(\frac{\ln b}{b^3}\right).
 \label{eq:large}
\end{equation}
With $b=2Rl/D$, the first term gives $\sigma\simeq3D\sigma_0/(4Rl)$. Since $\sigma_0$ is proportional to $l$ at fixed electron density, the bulk path cancels and boundaries control the current. Electrons with $u<1/b$ remain limited mainly by bulk scattering, but (\ref{eq:integral}) bounds their contribution by $3\int_0^{1/b}u^2du=1/b^3$.

The resistivity ratio follows by inverting the two expansions:
\begin{align}
 \frac{\rho}{\rho_0}&=1+\frac{3b}{4}-\frac{3b^2}{80}+\cdots
 &&(b\ll1),\label{eq:rhosmall}\\
 \frac{\rho}{\rho_0}&=\frac{2b}{3}+\frac43
 +O\!\left(\frac{\ln b}{b}\right)
 &&(b\gg1).\label{eq:rholarge}
\end{align}
In (\ref{eq:rhosmall}) the quadratic coefficient is $(3/4)^2-3/5=-3/80$. The slope against $b$ falls from $3/4$ to $2/3$. Within this model, a straight line through points at ever larger $b$ therefore extrapolates towards $4\rho_0/3$, not to the bulk resistivity. The approach is slow: by (\ref{eq:result}), a line through the points at $b=1$ and $2$ meets $b=0$ at $1.02\rho_0$, and one through $b=10$ and $20$ at $1.16\rho_0$. The limit $4\rho_0/3$ should not be expected in data from copper lines near room temperature such as those below, where $b$ is of order one or less; a longer bulk path at low temperature raises $b$.

\subsection{What one averaged rate would give}

In (\ref{eq:integral}), $3u^2$ is a normalized weight on $0\le u\le1$, and the mean of $u$ with this weight is $3\int_0^1u^3du=3/4$. Because $1/(1+bu)$ is convex in $u$, its mean cannot be less than its value at the mean:
\begin{equation}
 F(b)\ge\frac1{1+3b/4}.
 \label{eq:bound}
\end{equation}
The right side is what a single averaged boundary rate would give. It agrees with $F$ to first order in $b$. From (\ref{eq:large}), the ratio of $F$ to this bound tends to $(3/2b)(3b/4)=9/8$ at large $b$.

The bound also describes a second geometry, in which small mirrors are oriented at random. A cube of edge $D$ has six faces, each shared by two cubes, so a cubic grain structure has boundary area $3/D$ per unit volume. Give the random mirrors the same area. If $c$ is the cosine between the velocity and a mirror normal $\mathbf n$, the encounter rate is $3v|c|/D$, and reflection changes the velocity by $-2vc\,\mathbf n$. Averaged over orientations, the change perpendicular to the velocity vanishes by symmetry. The component along the velocity relaxes at the rate
\begin{equation}
 \Gamma_{\rm random}=\frac{3Rv}{D}\,2\int_0^1c^3\,dc
 =\frac{3Rv}{2D}=\frac{3b}{4\tau}.
 \label{eq:random}
\end{equation}
This rate is the same for every direction of motion, so $\sigma/\sigma_0=1/(1+3b/4)$.

\subsection{When the planes have memory}

Equation (\ref{eq:boundary}) treats each encounter as new. With fixed planes, a reflected electron travels back to the neighbouring plane, and its later encounters are correlated with the earlier ones.

To first order in $R$ this makes no difference. The conductivity is proportional to the diffusion coefficient, and hence to the mean of the initial $v_x$ times the later displacement. An electron starts at a uniformly distributed position with direction $u$, and without boundaries its mean displacement is $vu\tau$. It remains free of bulk scattering until time $t$ with probability $e^{-t/\tau}$. A reflection then changes the mean remaining displacement from $vu\tau$ to $-vu\tau$. The total change is
\begin{equation}
 \int_0^\infty e^{-t/\tau}\frac{Rv|u|}{D}(-2vu\tau)\,dt
 =-b|u|\,vu\tau .
 \label{eq:first}
\end{equation}
First reflections that follow a bulk collision give no net change, because the direction is then isotropic and the position still uniform. Averaging over directions gives $1-3b/4$, in agreement with (\ref{eq:small}).

At larger $R$ memory matters. Take equally spaced planes with $D\ll l$ and fixed $0<R<1$, so that most electrons cross many grains between bulk collisions. Each crossing takes $t_D=D/(v|u|)$, and the mean correlation of the direction after $n$ encounters is $q^n$, with $q=1-2R$. The diffusion coefficient along $x$ for given $|u|$ is
\begin{equation}
 \mathcal D_x=\frac{D^2}{2t_D}\left(1+2\sum_{n=1}^{\infty}q^n\right)
 =\frac{D^2}{2t_D}\,\frac{1+q}{1-q}
 =\frac{v|u|D}{2}\,\frac{1-R}{R}.
 \label{eq:walk}
\end{equation}
A relaxation rate $\Gamma$ would give $\mathcal D_x=v^2u^2/\Gamma$. Equating the two yields
\begin{equation}
 \Gamma=\frac{2Rv|u|}{D(1-R)},\qquad
 b'=\frac{2Rl}{D(1-R)}.
 \label{eq:memory}
\end{equation}
The rate is still proportional to $|u|$, but its strength has changed. In this limit $b'\gg1$, and the leading relative conductivity $\sigma/\sigma_0$ is $3/(2b')$. At $R=1$ fixed planes block the current, whereas the independent-encounter value $b=2l/D$ in (\ref{eq:result}) leaves a finite conductivity.

For intermediate $l/D$, bulk and boundary scattering must be solved together in space. Let $\overline{\mathcal E}$ be the mean field. Write the deviation, with the periodic part of the electrostatic energy absorbed, as $-e\overline{\mathcal E}\phi(x,u)$. Inside a grain,
\begin{equation}
 ul\,\frac{\partial\phi}{\partial x}+\phi-\langle\phi\rangle=ul,
 \qquad \frac{\sigma}{\sigma_0}=\frac3l\langle u\phi\rangle .
 \label{eq:space}
\end{equation}
At each plane the outgoing value of $\phi$ is $1-R$ times the value arriving from the other side plus $R$ times the value arriving from the same side. Periodicity joins the two ends of one grain.

\subsection{A copper line with 30 nm boundary spacing}

Choose model inputs that roughly represent copper near room temperature, with extra digits kept only so that the arithmetic can be followed: bulk resistivity $\rho_0=1.70\ \mu\Omega\,$cm, cubic lattice constant $a=0.361$ nm and one conduction electron per atom. The face-centred cubic cell holds four atoms, so $n=4/a^3=8.50\times10^{22}\ {\rm cm^{-3}}$. The free-electron relations then give
\begin{align}
 k_F&=(3\pi^2n)^{1/3}=13.60\ {\rm nm^{-1}},\nonumber\\
 v&=\hbar k_F/m=1.575\times10^6\ {\rm m/s},\nonumber\\
 \tau&=m/(ne^2\rho_0)=24.55\ {\rm fs},\qquad
 l=v\tau=38.67\ {\rm nm}.
 \label{eq:copper}
\end{align}
For $D=30$ nm and $R=0.20$, $l/D=1.2888$ and $b=0.40\times1.2888=0.5155$. Equation (\ref{eq:result}) becomes
\begin{equation}
 F=3(0.96986-3.76253+3.03440)\simeq0.725.
 \label{eq:number}
\end{equation}
The resistivity is $1.70/0.725=2.34\ \mu\Omega\,$cm, or 38\% above the bulk value. The relaxation time at normal incidence falls to $1/(1+b)=0.66$ of its bulk value, while that of electrons moving parallel to the planes is unchanged.

With $R$ and all bulk values held fixed, the same formula gives:
\begin{center}
\begin{tabular}{cccc}
$D$ (nm) & $b$ & $\sigma/\sigma_0$ & $\rho$ ($\mu\Omega\,$cm)\\
100 & 0.155 & 0.897 & 1.90\\
50 & 0.309 & 0.814 & 2.09\\
20 & 0.773 & 0.639 & 2.66\\
10 & 1.547 & 0.474 & 3.59
\end{tabular}
\end{center}
The added resistivity grows nearly as $1/D$, as the small change of slope between (\ref{eq:rhosmall}) and (\ref{eq:rholarge}) suggests.

For the 30 nm case, the single averaged rate in (\ref{eq:bound}) gives $0.721$ instead of $0.725$. The directional average therefore matters little here. The strength and angular form of the boundary rate matter more, as two changes at the same $l/D$ show.

The first is memory. A numerical solution of (\ref{eq:space}), with 200 cells across the grain and Gaussian quadrature over direction, gives $\sigma/\sigma_0=0.681$, which is 6\% below the independent-encounter result. Inserting $b'$ from (\ref{eq:memory}) into $F$ gives $0.679$. That agreement is a numerical finding for this case, since $l/D=1.29$ lies outside the limit in which $b'$ was derived.

The second is the angular form of $R$. For a thin delta-function barrier of strength $V$, matching plane waves gives a reflection probability $s^2/(s^2+u^2)$, with $s=mV/(\hbar^2k_F)$. Setting it to $0.20$ at $u=1$ requires $s^2=0.25$. Grazing electrons are now reflected more strongly. Replacing $bu$ in (\ref{eq:integral}) by $2(l/D)u\,s^2/(s^2+u^2)$ and integrating numerically gives $0.634$, or 13\% below the angle-independent result. The two changes reinforce each other, because memory replaces $R$ by roughly $R/(1-R)=s^2/u^2$, which grows without limit at grazing incidence. Solving (\ref{eq:space}) with the barrier's angle-dependent $R$ gives $0.529$, or 27\% below. A value of $R$ fitted with one reflection law should not be transferred unchanged to the other.

\subsection{Comparison with real lines}

Boundary spacings of tens of nanometres are relevant to narrow copper interconnects; $R=0.20$ is an illustrative value, not a measured property of copper boundaries, and a published $R$ should be used only with the reflection law by which it was fitted. Real lines also have surfaces. Consider a film of thickness $h=60$ nm whose surfaces scatter diffusely. An electron leaving a surface has lost its drift and regains it over the path $\lambda=l/(1+b|u|)$. Averaging $1-e^{-z/(\lambda|u_z|)}$ over the thickness multiplies its contribution by $1-y(1-e^{-1/y})$, with $y=\lambda|u_z|/h$ and $u_z$ the direction cosine normal to the film. Numerical integration over the Fermi sphere gives $0.775$ for surfaces alone and $0.596$ for surfaces with independent boundary encounters. The latter corresponds to $2.85\ \mu\Omega\,$cm. It exceeds the product $0.775\times0.725=0.562$: boundaries shorten the paths, so surfaces remove a smaller fraction of the remaining current. A wire with side walls, or a line with a resistive liner, needs further terms.

Thermal smearing is small, since $k_BT/E_F=0.004$ at 300 K. The value $k_FD=408$ means that the electron wavelength is much shorter than the grain, which supports the use of trajectories but does not by itself exclude interference between reflections. The anisotropy of copper's Fermi surface and the spread of $R$ among boundaries are not included, and their effect on these numbers has not been estimated. Equation (\ref{eq:result}) is thus suited to estimates with weak, nearly angle-independent reflection. At $R=0.20$ memory and the barrier's angular law lower the conductivity of the example by 6\% and 13\% separately, and by 27\% together, so the choice of boundary model, and in a thin film the surface term, must be settled before even the first digit of the relative conductivity can be trusted.
